\section*{Sublattice interference in photoemission and the dark corridor of graphene}

\section{Photoemission weight of a two-site cell}

If photoemission intensity is predicted from band energies alone, every reciprocal-lattice copy of a band is expected to be equally bright, because the energies repeat from zone to zone. For graphene this gives a closed ring of uniform brightness around each corner of the Brillouin zone when the spectrum is cut at an energy slightly below the band crossing. The prediction fails. Waves emitted from the two atoms of the cell interfere, and on one side of each ring they cancel. A band that is present in the energy spectrum can then be mistaken for a missing one, or a folded copy for a new band. What is needed besides the energy is the relative phase of the two sublattice amplitudes, taken at the momentum of the outgoing electron.

Consider a planar crystal of $N$ cells with periodic boundary conditions. Each cell contains two identical orbitals $\phi$ with the same orientation and at the same height, one at the lattice point $\mathbf R$ (sublattice $A$) and one at $\mathbf R+\boldsymbol\tau$ (sublattice $B$). The orbitals are first taken to be orthonormal. With $\hbar=1$, a Bloch state of crystal momentum $\mathbf k$ is
\begin{equation}
\psi_{\mathbf k}(\mathbf r)=\frac{1}{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}
\left[c_A\phi(\mathbf r-\mathbf R)+c_B\phi(\mathbf r-\mathbf R-\boldsymbol\tau)\right],
\qquad |c_A|^2+|c_B|^2=1 .
\end{equation}
In this convention the Bloch phase depends on the cell and not on the position of the atom within it. The position of the $B$ atom will enter through the emitted wave.

Let the final state be a plane wave of momentum $\mathbf P=(\mathbf p,p_z)$, where $\mathbf p$ is the component in the crystal plane. This is the main approximation: scattering of the outgoing electron by the crystal is left out. For a spatially uniform vector potential $\mathbf A$, the coupling to light is proportional to $\mathbf A\cdot\hat{\mathbf P}$. The momentum operator is Hermitian and can act to the left on the plane wave, where it gives its eigenvalue:
\begin{equation}
\langle\mathbf P|\mathbf A\cdot\hat{\mathbf P}|\psi_{\mathbf k}\rangle
=(\mathbf A\cdot\mathbf P)\,\langle\mathbf P|\psi_{\mathbf k}\rangle .
\end{equation}
The light therefore contributes a factor common to both sublattices.

The remaining overlap follows from the Fourier transform of one orbital,
\begin{equation}
\tilde\phi(\mathbf P)=\int e^{-i\mathbf P\cdot\mathbf r}\phi(\mathbf r)\,d^3r .
\end{equation}
Shifting the integration variable shows that an orbital centred at $\mathbf R+\boldsymbol\tau$ gives $e^{-i\mathbf p\cdot(\mathbf R+\boldsymbol\tau)}\tilde\phi(\mathbf P)$. Since all centres have the same height, $p_z$ produces no relative phase. Apart from the normalization of the plane wave,
\begin{equation}
\langle\mathbf P|\psi_{\mathbf k}\rangle
=\frac{\tilde\phi(\mathbf P)}{\sqrt N}
\left[\sum_{\mathbf R}e^{i(\mathbf k-\mathbf p)\cdot\mathbf R}\right]
\left[c_A+c_Be^{-i\mathbf p\cdot\boldsymbol\tau}\right].
\end{equation}
The lattice sum equals $N$ if $\mathbf p=\mathbf k+\mathbf G$ for a reciprocal lattice vector $\mathbf G$, and it vanishes for the other momenta allowed by the boundary conditions. Squaring the nonzero amplitude gives
\begin{equation}
|\langle\mathbf P|\mathbf A\cdot\hat{\mathbf P}|\psi_{\mathbf k}\rangle|^2
=N|\mathbf A\cdot\mathbf P|^2|\tilde\phi(\mathbf P)|^2\,w(\mathbf p),
\qquad
w(\mathbf p)=\left|c_A+c_Be^{-i\mathbf p\cdot\boldsymbol\tau}\right|^2 .
\end{equation}
The quantity $w$ is the sublattice weight. A measured intensity also contains the occupation of the state, its lifetime broadening and the response of the detector. None of these is part of $w$.

The amplitudes come from the Hamiltonian. Let both site energies be zero, and let the hopping matrix element from an $A$ site to the $B$ site displaced by $\boldsymbol\delta$ be $-t_\delta$, with $t_\delta>0$. Each such displacement has the form $\boldsymbol\delta=\boldsymbol\tau+\mathbf R_\delta$, where $\mathbf R_\delta$ is a lattice vector. The $B$ neighbour lies in the cell $\mathbf R+\mathbf R_\delta$, so its amplitude carries the additional phase $e^{i\mathbf k\cdot\mathbf R_\delta}$. Seen from a $B$ site, the $A$ neighbour lies in the opposite direction, and the phase is conjugated. With a reference hopping $t>0$, the Schr\"odinger equation on the two sublattices is
\begin{align}
Ec_A&=-tF(\mathbf k)c_B, & Ec_B&=-tF^*(\mathbf k)c_A, &
F(\mathbf k)&=\sum_\delta\frac{t_\delta}{t}e^{i\mathbf k\cdot\mathbf R_\delta}.
\end{align}
The function $F$ is zone periodic because $\mathbf G\cdot\mathbf R_\delta$ is a multiple of $2\pi$.

The weight contains the combination $d_B=c_Be^{-i\mathbf p\cdot\boldsymbol\tau}$, so it is natural to write the equations in terms of it. In the first equation $c_B=e^{i\mathbf p\cdot\boldsymbol\tau}d_B$. The second is multiplied by $e^{-i\mathbf p\cdot\boldsymbol\tau}$. Since $F(\mathbf k)=F(\mathbf p)$ and $\boldsymbol\tau+\mathbf R_\delta=\boldsymbol\delta$, the result is
\begin{align}
Ec_A&=-tg(\mathbf p)d_B, & Ed_B&=-tg^*(\mathbf p)c_A, &
g(\mathbf p)&=\sum_\delta\frac{t_\delta}{t}e^{i\mathbf p\cdot\boldsymbol\delta}.
\end{align}
The sum $g$ depends on the physical bond vectors. Choosing a different $B$ atom to represent the cell changes $\boldsymbol\tau$ and $F$, but it leaves $g$ unchanged.

Eliminating $d_B$ gives $E^2=t^2|g|^2$. Write $g=|g|e^{i\theta}$, where $\theta$ is the pseudospin phase, defined wherever $g\ne0$. In the lower band $E=-t|g|$, and the first equation gives $|g|c_A=gd_B$, hence $d_B=e^{-i\theta}c_A$. In the upper band $E=+t|g|$ reverses the sign, so $d_B=-e^{-i\theta}c_A$. Normalization requires $|c_A|^2=1/2$ in both cases. Therefore
\begin{equation}
w_\mp=\frac12\left|1\pm e^{-i\theta}\right|^2
=\frac12\left(1+1\pm e^{-i\theta}\pm e^{i\theta}\right)=1\pm\cos\theta ,
\end{equation}
where the subscript $-$ denotes the lower band and goes with the upper sign on the right. Written separately,
\begin{equation}
\boxed{\;w_-(\mathbf p)=1+\cos\theta(\mathbf p),\qquad
w_+(\mathbf p)=1-\cos\theta(\mathbf p)\;}
\end{equation}

The word pseudospin refers to the two-component vector $(c_A,d_B)$. The expectation value of its first Pauli matrix is $\langle\sigma_x\rangle=2\,\mathrm{Re}(c_A^*d_B)$, and expanding the square in $w$ gives $w=1+\langle\sigma_x\rangle$. Photoemission into a plane wave thus measures one component of the pseudospin. If the emitted waves are in phase, $w=2$; if they are in antiphase, $w=0$. At fixed $\mathbf p$ the weights of the two bands add to $2$, so intensity lost from one band appears in the other, apart from the common factors, which depend on the final kinetic energy.

The failure of zone periodicity follows from the same bond sum. Adding $\mathbf G$ to the momentum gives
\begin{equation}
g(\mathbf p+\mathbf G)=\sum_\delta\frac{t_\delta}{t}e^{i\mathbf p\cdot\boldsymbol\delta}
e^{i\mathbf G\cdot(\boldsymbol\tau+\mathbf R_\delta)}
=e^{i\mathbf G\cdot\boldsymbol\tau}g(\mathbf p).
\end{equation}
The modulus is unchanged, and so are the energies. The phase changes by $\mathbf G\cdot\boldsymbol\tau$, and
\begin{equation}
w_\mp(\mathbf p+\mathbf G)=1\pm\cos\left[\theta(\mathbf p)+\mathbf G\cdot\boldsymbol\tau\right].
\end{equation}
The momenta $\mathbf p$ and $\mathbf p+\mathbf G$ probe two plane-wave components of the same Bloch state. Bloch's theorem makes the state and its energy periodic in $\mathbf k$, but it does not make these components equal. If $\mathbf G\cdot\boldsymbol\tau$ is a multiple of $2\pi$, the two weights coincide at every momentum. Otherwise they can coincide at particular values of $\theta$, but not throughout a region in which $\theta$ varies.

A chain with lattice constant $a$ shows this without the geometry of a plane. Put the $B$ atom at $\tau=0.3a$, with hopping $t$ across the bond of length $0.3a$ and $0.6t$ across the bond of length $0.7a$. Then
\begin{equation}
g(p)=e^{0.3ipa}+0.6e^{-0.7ipa}.
\end{equation}
Take $k=2\pi/(6a)$ and $p_n=k+2\pi n/a$. Each step to the next zone adds $0.3\times360^\circ=108^\circ$ to $\theta$. The lower-band weights for $n=0,1,2,3$ are $1.9978$, $0.7545$, $0.1539$ and $1.7684$, although the energy is the same in all four cases. The sequence repeats after ten zones, because ten is the smallest positive integer for which $0.3n$ is an integer.

With equal hoppings and $\tau=a/2$, the two atoms per cell are a matter of description: the chain has the shorter period $b=a/2$. Now
\begin{equation}
g(p)=e^{ipa/2}+e^{-ipa/2}=2\cos(pb).
\end{equation}
This is real, so $\theta$ is $0$ or $\pi$. Where $\cos(pb)>0$, the lower band has weight $2$ and energy $-2t\cos(pb)$. Where $\cos(pb)<0$, the upper band has weight $2$ and energy $2t|\cos(pb)|=-2t\cos(pb)$. The visible band is therefore the single band $E=-2t\cos(pb)$ of the one-atom chain, and the folded copies have zero weight. The interference factor has unfolded the bands.

Several assumptions can be relaxed within the same algebra. Hopping within a sublattice, if equal on $A$ and $B$, adds the same number to both diagonal elements of the Hamiltonian. It shifts both energies at a given momentum but leaves the amplitudes and weights unchanged. Unequal site energies $+\Delta$ on $A$ and $-\Delta$ on $B$ do change them. The equations become
\begin{equation}
(E-\Delta)c_A=-tgd_B,\qquad (E+\Delta)d_B=-tg^*c_A .
\end{equation}
Multiply the second by $c_A^*$. Multiply the complex conjugate of the first by $d_B$. The two results are
\begin{equation}
(E+\Delta)c_A^*d_B=-tg^*|c_A|^2,\qquad
(E-\Delta)c_A^*d_B=-tg^*|d_B|^2 .
\end{equation}
Their sum, with normalization, is $2Ec_A^*d_B=-tg^*$. Inserting this in $w=1+2\,\mathrm{Re}(c_A^*d_B)$ gives
\begin{equation}
w_\mp=1\pm\frac{t\,\mathrm{Re}\,g}{\sqrt{t^2|g|^2+\Delta^2}},
\qquad E_\mp=\mp\sqrt{t^2|g|^2+\Delta^2}.
\end{equation}
For $\Delta\ne0$ the fraction has modulus below one. The interference can no longer cancel completely, because the two amplitudes have unequal magnitudes.

Orbital overlap acts differently. Suppose all bonds are equivalent, with hopping $-t$ and neighbour overlap $s$, and $0\le s|g|<1$. The site energies remain zero. The overlap adds $sgd_B$ beside $c_A$ on the energy side of the first equation, so that
\begin{equation}
Ec_A=-(t+Es)gd_B,\qquad Ed_B=-(t+Es)g^*c_A .
\end{equation}
The solutions are $E_-=-t|g|/(1+s|g|)$ and $E_+=t|g|/(1-s|g|)$. For both, $t+Es$ is positive, and the ratios $d_B/c_A=\pm e^{-i\theta}$ are those found before. The norm is now $|c_A|^2+|d_B|^2+2s\,\mathrm{Re}(c_A^*gd_B)=2|c_A|^2(1\pm s|g|)$. Setting it to one gives
\begin{equation}
w_\mp=\frac{1\pm\cos\theta}{1\pm s|g|} .
\end{equation}
Overlap changes the brightness and keeps the zeros. The weights of the two bands then no longer add to $2$ in general.

Final-state scattering is less benign. If it replaces the common emission factor by different complex factors $M_A$ and $M_B$, the weight for orthonormal orbitals and equal site energies becomes $\frac12|M_A\pm M_Be^{-i\theta}|^2$. A complete zero then requires $|M_A|=|M_B|$ as well as the appropriate phase.

\section{The dark corridor of the honeycomb lattice}

For a cell with equivalent orbitals at $0$ and $\boldsymbol\tau$, equal site energies and bond vectors $\boldsymbol\delta$ from $A$ to $B$, the bond sum for equal hoppings $-t$ is $g(\mathbf p)=\sum_\delta e^{i\mathbf p\cdot\boldsymbol\delta}=|g|e^{i\theta}$. The energies are $E_\mp=\mp t|g|$, and emission into a plane wave of in-plane momentum $\mathbf p$ has the sublattice weights
\begin{equation}
w_\mp(\mathbf p)=1\pm\cos\theta(\mathbf p),\qquad
\theta(\mathbf p+\mathbf G)=\theta(\mathbf p)+\mathbf G\cdot\boldsymbol\tau ,
\end{equation}
where $-$ labels the lower band and $\mathbf G$ is a reciprocal lattice vector. The remaining factors in the matrix element, from the light and from the shape of the orbital, are common to the two sublattices.

Graphene is described here by one $p_z$ orbital per atom and nearest-neighbour hopping. With bond length $d$, choose
\begin{equation}
\boldsymbol\delta_1=d(1,0),\quad
\boldsymbol\delta_2=d\left(-\tfrac12,\tfrac{\sqrt3}{2}\right),\quad
\boldsymbol\delta_3=d\left(-\tfrac12,-\tfrac{\sqrt3}{2}\right),\quad
\boldsymbol\tau=\boldsymbol\delta_1 .
\end{equation}
The differences $\mathbf a_1=\boldsymbol\delta_1-\boldsymbol\delta_2$ and $\mathbf a_2=\boldsymbol\delta_1-\boldsymbol\delta_3$ are primitive lattice vectors. Since the three bond vectors add to zero, $\mathbf a_1+\mathbf a_2=3\boldsymbol\delta_1$, and therefore $\boldsymbol\tau=(\mathbf a_1+\mathbf a_2)/3$. The reciprocal vectors obeying $\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}$ are
\begin{equation}
\mathbf b_1=\frac{2\pi}{d}\left(\frac13,-\frac1{\sqrt3}\right),\qquad
\mathbf b_2=\frac{2\pi}{d}\left(\frac13,\frac1{\sqrt3}\right).
\end{equation}
For $\mathbf G=n_1\mathbf b_1+n_2\mathbf b_2$ the phase shift is
\begin{equation}
\mathbf G\cdot\boldsymbol\tau=\frac{2\pi}{3}(n_1+n_2).
\end{equation}
The copies of one crystal momentum thus fall into three classes, according to the remainder of $n_1+n_2$ on division by three. The weights of one band in the three classes add to $3$, because three cosines whose arguments are spaced by $120^\circ$ add to zero.

As an example take $\mathbf p_0=(0.5,0.4)/d$. Pairing the bonds $\boldsymbol\delta_2$ and $\boldsymbol\delta_3$ gives
\begin{equation}
g(\mathbf p_0)=e^{0.5i}+2e^{-0.25i}\cos(0.2\sqrt3).
\end{equation}
Its modulus is $2.7003$ and its phase is $0.30^\circ$, so the band energies are $\mp2.7003\,t$. At $\mathbf p_0$ the lower weight is $1+\cos0.30^\circ=2.0000$ to four decimals. At $\mathbf p_0+\mathbf b_1$ the phase is $120.30^\circ$ and the weight is $0.4955$. At $\mathbf p_0+\mathbf b_1+\mathbf b_2$ the phase is $-119.70^\circ$ and the weight is $0.5045$. The same Bloch state is about four times weaker in the second and third copies, before the common factors are included. A neighbour overlap $s=0.1$ would reduce the first weight to $2.0000/(1+0.1\times2.7003)=1.5748$.

The cancellation is simplest to see on the line $p_x=0$. There the bond $\boldsymbol\delta_1$ contributes $1$, and the other two contribute complex conjugates:
\begin{equation}
g(0,p_y)=1+2\cos\left(\frac{\sqrt3\,p_yd}{2}\right).
\end{equation}
The first zero for positive $p_y$ occurs when the argument is $2\pi/3$, at
\begin{equation}
p_y=K=\frac{4\pi}{3\sqrt3\,d}=\frac{2.4184}{d}.
\end{equation}
This is a corner of the first Brillouin zone. The vectors $\mathbf b_2$ and $-\mathbf b_1$ both have squared length $16\pi^2/(9d^2)$, and the scalar product of $\mathbf K=(0,K)$ with each is $8\pi^2/(9d^2)$, half of that. The point $\mathbf K$ therefore lies on the perpendicular bisectors of both vectors, where two edges of the zone meet.

Between $\Gamma$ and $\mathbf K$ the bond sum is positive, so $\theta=0$. Beyond $\mathbf K$ it is negative until the argument of the cosine reaches $4\pi/3$, at $p_y=2K=4.8368/d$. On this second segment $\theta=\pi$. Hence
\begin{equation}
w_-(0,p_y)=\begin{cases}2,&0\le p_y<K,\\0,&K<p_y<2K,\end{cases}
\qquad
w_+(0,p_y)=\begin{cases}0,&0\le p_y<K,\\2,&K<p_y<2K.\end{cases}
\end{equation}
The segment from $K$ to $2K$ is the dark corridor of the lower band. The band has not ended there: at $p_y=3K/2$, for example, $g=1+2\cos\pi=-1$, and the state has energy $-t$. Its two sublattice waves cancel in the direction of emission. The upper band, if it is occupied, is dark between $\Gamma$ and $\mathbf K$, and again for $2K<p_y<4K$, where the bond sum is positive once more.

A mirror symmetry explains why the line is special. Reflection of $x$ about the midpoint of a $\boldsymbol\delta_1$ bond exchanges $A$ and $B$ and preserves momenta with $p_x=0$. On this line $\mathbf p\cdot\boldsymbol\tau=0$, so a state with $\theta=\pi$ in the lower band has $c_B=-c_A$ and is odd under the reflection. A plane wave with $p_x=0$ is even, and so is each $p_z$ orbital under reflection through its own centre. The overlap must vanish. For a more general final state that is even under the mirror, the zero survives if $\mathbf A$ lies in the mirror plane. A component $A_x$ makes the light coupling odd, and the symmetry then permits intensity. The plane-wave model misses this emission, since its factor $A_xp_x$ vanishes on the line.

Away from the line the corridor has a width, which follows from expanding $g$ around $\mathbf K$. Let $\mathbf p=\mathbf K+\mathbf q$, and let $\beta$ be the angle of $\mathbf q$ measured anticlockwise from the outward direction $\Gamma\to\mathbf K$:
\begin{equation}
\mathbf q=q(-\sin\beta,\cos\beta)=q(\cos\varphi,\sin\varphi),\qquad
\varphi=\beta+\frac{\pi}{2}.
\end{equation}
The bond vectors point at the angles $\alpha_j=0,\,2\pi/3,\,-2\pi/3$. The phases $\mathbf K\cdot\boldsymbol\delta_j$ have these same values. Therefore
\begin{equation}
g=\sum_je^{i\alpha_j}\exp\left[iqd\cos(\varphi-\alpha_j)\right].
\end{equation}
The constant term vanishes because $\sum_je^{i\alpha_j}=0$. In the linear and quadratic terms, write the cosine as exponentials. A sum $\sum_je^{im\alpha_j}$ equals $3$ if the integer $m$ is divisible by three and vanishes otherwise, so
\begin{align}
\sum_je^{i\alpha_j}\cos(\varphi-\alpha_j)
&=\frac12\sum_j\left[e^{i\varphi}+e^{-i\varphi}e^{2i\alpha_j}\right]
=\frac32e^{i\varphi},\\
\sum_je^{i\alpha_j}\cos^2(\varphi-\alpha_j)
&=\frac14\sum_j\left[2e^{i\alpha_j}+e^{2i\varphi}e^{-i\alpha_j}
+e^{-2i\varphi}e^{3i\alpha_j}\right]
=\frac34e^{-2i\varphi}.
\end{align}
The expansion of the exponential multiplies these sums by $iqd$ and $-(qd)^2/2$. Thus
\begin{equation}
g=\frac32iqd\,e^{i\varphi}-\frac38(qd)^2e^{-2i\varphi}+O\left((qd)^3\right).
\end{equation}
Now insert $\varphi=\beta+\pi/2$. Then $ie^{i\varphi}=-e^{i\beta}$ and $e^{-2i\varphi}=-e^{-2i\beta}$, which gives
\begin{equation}
g=-\frac32qd\,e^{i\beta}\left[1-\frac{qd}{4}e^{-3i\beta}+O\left((qd)^2\right)\right].
\end{equation}
The prefactor has phase $\pi+\beta$. To first order, the phase of the bracket is its imaginary part and the change of its modulus is its real part:
\begin{align}
\theta&=\pi+\beta+\frac{qd}{4}\sin3\beta+O\left((qd)^2\right),\\
|g|&=\frac32qd\left[1-\frac{qd}{4}\cos3\beta+O\left((qd)^2\right)\right].
\end{align}
At leading order the bands form a cone, with the weights
\begin{equation}
w_-\simeq1-\cos\beta=2\sin^2\frac\beta2,\qquad
w_+\simeq1+\cos\beta=2\cos^2\frac\beta2 .
\end{equation}
Each ring becomes a crescent. The lower one is dark on the outward side and the upper one on the inward side.

The existence of a dark direction does not depend on the ring being small. On a small circle $\theta$ increases by $2\pi$ as $\beta$ does. When the loop is deformed, this change stays fixed as long as the loop does not cross a zero of $g$, since $\theta$ is continuous there and its total change must be a multiple of $2\pi$. Any loop that surrounds $\mathbf K$ once and no other zero therefore meets a point with $\theta=\pi$ and a point with $\theta=0$, modulo $2\pi$. The first is dark in the lower band, the second in the upper. A circle of radius $0.2/d$ around $\mathbf p_0$ has no winding, and the argument does not force a zero on it. Winding is sufficient for a zero but not necessary: this circle crosses the line through $\Gamma$ at $30^\circ$ to the $p_x$ axis, a symmetry image of $p_x=0$ on which $\theta=0$, so $w_+$ vanishes at two of its points, while $w_-$ stays close to $2$ all round.

The same pattern appears at all six corners of the first zone. A rotation by $120^\circ$ permutes the bond vectors and leaves $g$ unchanged, while $g(-\mathbf p)=g^*(\mathbf p)$ leaves $\cos\theta$ unchanged. Each corner thus has a lower-band corridor pointing away from $\Gamma$.

For finite contours, consider the energies $-0.3t$ and $+0.3t$, both of which have $|g|=0.3$. The leading radius is $qd=2\times0.3/3=0.2$. The next term gives
\begin{equation}
qd\simeq0.2\,(1+0.05\cos3\beta),
\end{equation}
because $qd/4=0.05$ at leading order. Solving $|g|=0.3$ by numerical root finding along each direction, and then evaluating the weights from the full bond sum, gives the following values.
\begin{center}
\begin{tabular}{rcccc}
$\beta$ & $qd$ & $w_-$ & $w_+$ & $1-\cos\beta$\\
$0^\circ$ & 0.2124 & 0.0000 & 2.0000 & 0.0000\\
$30^\circ$ & 0.2008 & 0.1601 & 1.8399 & 0.1340\\
$60^\circ$ & 0.1917 & 0.5000 & 1.5000 & 0.5000\\
$90^\circ$ & 0.2008 & 0.9498 & 1.0502 & 1.0000\\
$150^\circ$ & 0.2008 & 1.8900 & 0.1100 & 1.8660\\
$180^\circ$ & 0.1917 & 2.0000 & 0.0000 & 2.0000
\end{tabular}
\end{center}
At $\beta=90^\circ$ the phase correction is $-0.2008/4=-0.0502$ radian, and $1-\cos(\pi/2-0.0502)=0.9498$, as in the table. At $60^\circ$ the correction vanishes with $\sin3\beta$, and the linear-cone value is recovered.

Define the dark width as the full angle over which the weight is below one tenth of its maximum, that is, below $0.2$. On the linear cone, $2\sin^2(\beta/2)=0.2$ gives the half-width $\beta_h=2\arcsin\sqrt{0.1}$ and the full width $2\beta_h=73.74^\circ$ for both bands. With the phase correction, the edge in the lower band obeys $\beta+0.05\sin3\beta\simeq\beta_h$. For the upper band, measure the angle from the inward direction, $\gamma=\beta-\pi$. Since $\sin3\beta=-\sin3\gamma$, its edge obeys $\gamma-0.05\sin3\gamma\simeq\beta_h$. Replacing the angle in the small term by $\beta_h$ gives
\begin{equation}
\beta\simeq\beta_h-0.05\sin3\beta_h,\qquad
\gamma\simeq\beta_h+0.05\sin3\beta_h ,
\end{equation}
with the corrections in radians. The estimated full widths are $68.38^\circ$ and $79.10^\circ$; root finding with the full bond sum gives $68.24^\circ$ and $79.05^\circ$. At this threshold $\sin3\beta_h$ is positive, so the trigonal correction narrows the lower corridor and widens the upper one. These are widths of $w$, and the common factors can reshape the measured crescent. They also belong to the nearest-neighbour model. A third-neighbour hopping connects $A$ to $B$ and changes $\theta$: with the value $-0.1t$, of the size found in fits to the $\pi$ bands of graphene, the widths become $61.5^\circ$ and $85.1^\circ$, a shift of six to seven degrees, while the zero at $\beta=0$ remains.

A difference between the site energies fills the corridor. With $+\Delta$ on $A$ and $-\Delta$ on $B$, the lower weight is $1+t\,\mathrm{Re}\,g/\sqrt{t^2|g|^2+\Delta^2}$. For $\Delta=0.1t$, keep $|g|=0.3$ and look in the formerly dark direction, where $g=-0.3$:
\begin{equation}
w_-=1-\frac{0.3}{\sqrt{0.3^2+0.1^2}}=0.0513 .
\end{equation}
This is about $2.6\%$ of the maximum weight $2$ of the symmetric lattice. Closer to $\mathbf K$ the filling is stronger. At $\mathbf K$ itself $g=0$, each band resides on one sublattice, and both weights equal $1$: with a single emitter per cell there is no second wave to interfere with. A residual intensity in the corridor does not by itself establish a site-energy difference, however. With final-state scattering, a component $A_x$ of the light perpendicular to the mirror plane also gives intensity on the line; for $\mathbf A$ in the mirror plane, scattering by the symmetric lattice leaves the zero in place.

Numerical values quoted here were computed with a short program.
